# Why f-Shell Fits Need P^k Beside the Marvin Integrals

When the levels of a lanthanide ion are fitted with a parametric Hamiltonian, a choice has to be made about the small magnetic terms. One may keep only the spin-orbit constant $\zeta$ and the Marvin integrals $M^k$, or add the electrostatically correlated spin-orbit parameters $P^k$. The choice decides whether the fitted $M^k$ can be read as properties of the 4f orbital. In the Tb³⁺ model below, leaving out $P^k$ turns a true $M^0$ of 4.3 cm⁻¹ into a fitted 2.0 cm⁻¹, and gives $M^2$ the wrong sign.

A tempting reason for including $P^k$ is that its operators have nearly the same angular form as spin-other-orbit coupling. That cannot be the whole reason. If the forms were identical, $P^k$ would be redundant: any amount of it could be hidden in effective $M^k$. Two separate facts are needed. The operators must be related enough for one to contaminate the parameters of the other, and different enough for the contamination to leave a misfit. Both hold, but "nearly the same" is true of the tensor type and the building blocks, not of the complete operators.

## The model and its second-order term

Let electrons move in a fixed central potential, with an open shell 4f$^n$ and closed shells beneath it. Hartree atomic units are used, with fine-structure constant $\alpha$. Two perturbations act: the Coulomb repulsion beyond the central field, and the spin-orbit coupling $\sum_i\zeta(r_i)\,\mathbf s_i\cdot\mathbf l_i$. We want their cross term in second order, acting within 4f$^n$.

Spin-orbit coupling is a one-electron operator that preserves $l$. From the open shell it can therefore promote an electron only to another f orbital, $f'$. The Coulomb interaction must bring that same electron back, while a second 4f electron may change its angular state. Write $R^k(ff,ff')$ for the Slater integral with one orbital replaced, and $\mathbf C^k$ for the Racah-normalised spherical harmonics. For promoted electron $i$ and partner $j$ the contribution is

$$
\sum_{f'}\frac{R^k(ff,ff')\,\zeta_{ff'}}{\varepsilon_f-\varepsilon_{f'}}
(\mathbf C_i^k\cdot\mathbf C_j^k)(\mathbf s_i\cdot\mathbf l_i),
$$

plus the opposite order of the two operators. Reversing the denominator takes out a minus sign:

$$
H_{\rm corr}=-\sum_k P^k p_k,\qquad
P^k=\sum_{f'}\frac{\zeta_{ff'}R^k(ff,ff')}{\varepsilon_{f'}-\varepsilon_f},
$$

$$
p_k=\sum_{i\ne j}\{\mathbf C_i^k\cdot\mathbf C_j^k,\ \mathbf s_i\cdot\mathbf l_i\}.
$$

Braces denote an anticommutator. Other normalisations of $P^k$ differ by fixed factors. No three-electron operator appears, because the promoted electron must take part in the Coulomb step. Explicit promotion and return in a three-electron p shell confirms this reduction.

For $k=0$, $\mathbf C^0=1$ and $p_0=2(n-1)S$, where $S=\sum_i\mathbf s_i\cdot\mathbf l_i$. This term rescales $\zeta$, so the new parameters are $P^2,P^4,P^6$. Promotions out of closed s, p and d shells must refill the hole they make; at this order that leaves a one-electron operator on 4f, which again goes into $\zeta$. The argument uses the fact that 4f has no f shell below it.

The physics is a change of orbital shape. Let the radial potential be $V+\lambda\zeta(r)$, where $\lambda$ stands for $\mathbf s\cdot\mathbf l$. First-order perturbation theory gives

$$
\delta f=-\lambda\sum_{f'}\frac{\zeta_{ff'}}{\varepsilon_{f'}-\varepsilon_f}f'.
$$

The integral $F^k=R^k(ff,ff)$ contains the orbital four times, and each place contributes equally, so

$$
\frac{dF^k}{d\lambda}=-4P^k .
$$

Positive $P^k$ means that the Slater integral $F^k$ is smaller for orbitals with parallel spin and orbital momentum. A single set of $F^k$ and a single $\zeta$ cannot express this.

In f² the consequence is simple. Each allowed pair $L,S$ occurs once, so $\mathbf C_1^k\cdot\mathbf C_2^k$ is diagonal in the terms, with values $a_k(T)$. The anticommutator gives

$$
\langle T|p_k|T'\rangle=[a_k(T)+a_k(T')]\langle T|S|T'\rangle .
$$

The correlation term is spin-orbit coupling with a strength that depends on the terms it connects.

## The magnetic term in the same language

The two-electron Breit-Pauli interaction of this type is

$$
H_{\rm soo}=\frac{\alpha^2}{2}\sum_{i\ne j}
\left[\nabla_i\frac1{r_{ij}}\times\mathbf p_i\right]\cdot(\mathbf s_i+2\mathbf s_j).
$$

It is called spin-other-orbit here as a whole, although the $\mathbf s_i$ part couples an electron's spin to its own motion. Expand

$$
\frac1{r_{12}}=\sum_k g_k(r_1,r_2)\,\mathbf C^k(1)\cdot\mathbf C^k(2),\qquad
g_k=\frac{r_<^k}{r_>^{k+1}} .
$$

Write $\nabla=\hat{\mathbf r}\,\partial_r+\nabla_\Omega/r$, $\mathbf p=-i\nabla$, $\mathbf l=-i\hat{\mathbf r}\times\nabla_\Omega$ and $\mathbf D=[\mathbf l,C^k]$, where $C^k$ is any component. The cross product for electron 1 has three nonzero parts.

- The radial slope of $g_k$ with the angular part of $\mathbf p$ gives $(g_k'/r)\,C^k\mathbf l$.
- The angular slope of $C^k$ with the radial part of $\mathbf p$ gives $-(g_k/r)\,\mathbf D\,\partial_r$, since $\hat{\mathbf r}\times\nabla_\Omega C^k=i\mathbf D$.
- The two angular parts give $(g_k/r^2)\,i\mathbf D\times\mathbf l$, since $\nabla_\Omega C^k\times\nabla_\Omega=-\mathbf D\times\mathbf l$.

In the second part both radial functions are the same 4f function $R=P_f/r$. Integration by parts removes the derivative:

$$
-\int\frac{g_k}{r}RR'\,r^2dr
=\frac12\int P_f^2\,\frac{1}{r^2}\frac{d(rg_k)}{dr}\,dr .
$$

For $r_1<r_2$ the quantities $g_k'/r$, $(rg_k)'/r^2$ and $g_k/r^2$ are $k$, $k+1$ and 1 times $r_1^{k-2}/r_2^{k+1}$. For $r_1>r_2$ they are $-(k+1)$, $-k$ and 1 times $r_2^k/r_1^{k+3}$. The inner and outer angular operators are therefore

$$
\mathbf N_k^<=kC^k\mathbf l+\tfrac{k+1}{2}\mathbf D+i\mathbf D\times\mathbf l,
$$

$$
\mathbf N_k^>=-(k+1)C^k\mathbf l-\tfrac{k}{2}\mathbf D+i\mathbf D\times\mathbf l .
$$

Define the Marvin integrals with $\rho=P_f^2$ by

$$
M^k=\frac{\alpha^2}{8}\iint\frac{r_<^k}{r_>^{k+3}}\rho(r_1)\rho(r_2)\,dr_1dr_2 .
$$

Each ordering of the radii supplies half the double integral, or $4M^k/\alpha^2$. The prefactor $\alpha^2/2$ turns this into $2M^k$. Inner integrals with multipole $k$ belong to $M^{k-2}$, outer ones to $M^k$. Hence $H_{\rm soo}=\sum_kM^km_k$, with

$$
m_k=2\sum_{i\ne j}\left[\mathbf N_k^>(i)C^k(j)+\mathbf N_{k+2}^<(i)C^{k+2}(j)\right]\cdot(\mathbf s_i+2\mathbf s_j),
$$

where the components of the two $C$ tensors are contracted. Two-electron integrals evaluated directly for a Gaussian f shell agree with this formula to $5\times10^{-9}$ of the largest integral.

## The shared pieces

The operators $\mathbf N^<$ and $\mathbf N^>$ become simple when sorted by total orbital rank $K$. Coupling $C^k$ with the vector $\mathbf l$ allows $K=k-1,k,k+1$. Let $\mathcal L_b$ act on $C^k$ by commutation with $l_b$, and $\mathcal S_b$ act on $\mathbf l$ in the same way. From $[l_b,l_a]=i\epsilon_{bac}l_c$ one finds

$$
i\mathbf D\times\mathbf l=-\mathcal L\cdot\mathcal S\,(C^k\mathbf l),\qquad
\mathcal L\cdot\mathcal S=\tfrac12[K(K+1)-k(k+1)-2].
$$

So $i\mathbf D\times\mathbf l$ multiplies the parts of $C^k\mathbf l$ with $K=k+1,k,k-1$ by $-k$, $1$ and $k+1$.

Next write $C^k\mathbf l=\mathbf E_k-\tfrac12\mathbf D$, with $\mathbf E_k=\tfrac12\{C^k,\mathbf l\}$. Consider the map that reverses operator products and changes the sign of $\mathbf l$. Within one shell an operator of rank $K$ is a symmetrised product of $K$ factors of $\mathbf l$, so it acquires $(-1)^K$. Since $k$ is even, $\mathbf E_k$ is odd under the map and has ranks $k\pm1$, while $\mathbf D$ is even and has rank $k$. Adding coefficients:

- For $K=k+1$, $\mathbf N^<$ has $k-k=0$ and $\mathbf N^>$ has $-(k+1)-k=-(2k+1)$.
- For $K=k$, the coefficients of $\mathbf D$ are $-\frac k2+\frac{k+1}2-\frac12=0$ and $\frac{k+1}2-\frac k2-\frac12=0$.
- For $K=k-1$, $\mathbf N^<$ has $k+(k+1)=2k+1$ and $\mathbf N^>$ has $-(k+1)+(k+1)=0$.

It follows that

$$
\mathbf N_k^<-\mathbf N_k^>=\frac{2k+1}{2}\{C^k,\mathbf l\}.
$$

This anticommutator is the one in $p_k$. Abbreviate the own-spin blocks as

$$
I_k=\sum_{i\ne j}\mathbf N_k^<(i)\cdot\mathbf s_i\,C^k(j),\qquad
O_k=\sum_{i\ne j}\mathbf N_k^>(i)\cdot\mathbf s_i\,C^k(j).
$$

Then

$$
p_k=\frac{2}{2k+1}(I_k-O_k),\qquad
m_k^{\rm own}=2(O_k+I_{k+2}).
$$

This is the precise kinship. Both interactions use the same blocks, but $P^k$ joins inner and outer blocks of one multipole with opposite signs, whereas $M^k$ joins the outer block of one multipole to the inner block of the next with equal signs.

No orbital operator within an f shell has rank above 6, so $O_6=0$ and the series of $M^k$ ends at $k=4$. Also $O_0=-(n-1)S$. An alternating sum of the own-spin parts then gives

$$
m_0^{\rm own}-m_2^{\rm own}+m_4^{\rm own}
=-2(n-1)S+5p_2-9p_4+13p_6 .
$$

With the own-spin parts alone, one combination of $P^k$ would be indistinguishable from a change of $M^k$ and $\zeta$. A p shell shows the extreme case. There the highest rank is 2, so $O_2=0$ and $m_0^{\rm own}=-2(n-1)S+5p_2$: the own-spin magnetic term and the correlation term coincide apart from $\zeta$. In the f shell the $2\mathbf s_j$ part breaks the degeneracy. With it included, $m_0-m_2+m_4$ has 78% of its norm outside the span of the $p_k$ once $S$ is removed, and all six operators are linearly independent.

## Measuring closeness for any f$^n$

A fair comparison must first remove what $\zeta$ can absorb. The natural inner product of two operators is the trace of their product over all states of f$^n$. The one rotationally invariant one-electron operator of spin rank 1 and orbital rank 1 in the shell is $S$. Projecting it out leaves an irreducible two-electron operator, one with no hidden one-electron part.

The mean square of such an operator is a polynomial of degree at most four in $n$, because its square contains at most four-electron operators. It vanishes for $n=0,1$, where there are no pairs, and for $n=13,14$, where there are no pairs of holes. Normalised at $n=2$, the growth factor is

$$
\frac{\binom n2\binom{14-n}{2}}{\binom{12}{2}} .
$$

The same factor applies to inner products, so angles between operators do not depend on $n$ for $2\le n\le12$. Direct traces in f³ confirm the factor 2.5 and the unchanged angle. For f⁸ the factor is $28\times15/66=6.36$, and rms sizes grow by its square root, 2.52.

## Numbers for Tb³⁺

The example is a free Tb³⁺ ion, 4f⁸, in a nonrelativistic, spherically averaged Hartree-Fock-Slater potential with Slater's full local exchange, constrained to be at least as attractive as $-4/r$. The $f'$ sum runs over a finite Slater-type basis, whose upper functions stand in for the higher bound f states and the continuum.

| $k$ | $M^k$ (cm⁻¹) | $P^k$ (cm⁻¹) |
|---|---:|---:|
| 0 | 4.33 | in $\zeta$ |
| 2 | 2.43 | 109 |
| 4 | 1.65 | 70 |
| 6 | none | 51 |

The bound 5f orbital supplies about 11% of each $P^k$; the rest comes from higher f functions. A sum restricted to 5f would be wrong by a factor of about nine. The share depends on the potential: for $P^2$ it is about 14% without the $-4/r$ constraint, or with the exchange scaled by 2/3. Finite differences of $F^2$ give a slope of $-435.6$ cm⁻¹, equal to $-4P^2$ at that precision. This tests the perturbation formula, not the completeness of the basis, which both sides share. Solving the radial equations on a grid, with no basis, leaves the $P^k$ as tabulated and moves the slope to $-435.1$ cm⁻¹, $M^0$ down by 0.003 cm⁻¹, $\zeta$ down by 2 cm⁻¹, and the fitted $M^2$ found below from $-0.24$ to $-0.23$ cm⁻¹. Between $j=7/2$ and $j=5/2$, $\mathbf s\cdot\mathbf l$ changes from $3/2$ to $-2$, so in the linear estimate $F^2$ differs by $3.5\times435.6\approx1520$ cm⁻¹, or 1.2% of its value of 129,600 cm⁻¹.

The size of $P^k$ relative to $M^k$ says little by itself, because the operators have different norms. With $S$ removed, the rms sizes in f⁸ are 132 cm⁻¹ for $H_{\rm soo}$ and 144 cm⁻¹ for $H_{\rm corr}$. The correlation term is as large as the magnetic one, and a fit that includes one has no ground in magnitude for dropping the other.

The angles are less expected. The cosine between $H_{\rm corr}$ and $H_{\rm soo}$ is $-0.35$, far from $\pm1$. With the own-spin part of $H_{\rm soo}$, which shares its blocks, the cosine is only 0.01; with the other-spin part it is $-0.37$. The value near zero is a result for these radial integrals, not a symmetry rule. Common building blocks do not make the complete operators nearly parallel.

## What an incomplete fit does

Suppose $P^k$ is omitted and $\zeta,M^0,M^2,M^4$ are adjusted freely to reproduce all matrix elements with equal weight. The best imitation of $H_{\rm corr}$ shifts the Marvin integrals as follows:

$$
\begin{aligned}
M^0&:\ 4.33-2.33=2.00\ {\rm cm}^{-1},\\
M^2&:\ 2.43-2.67=-0.24\ {\rm cm}^{-1},\\
M^4&:\ 1.65+4.38=6.03\ {\rm cm}^{-1}.
\end{aligned}
$$

By its definition as an integral of positive quantities, $M^2$ cannot be negative, and $M^4$ cannot exceed $M^0$, since $r_</r_>\le1$. The fitted values have lost their meaning as radial integrals. The accompanying shift of $\zeta$ is 7.3 cm⁻¹ in f². The one-electron part of a two-electron operator grows as $n-1$, so in f⁸ it becomes $7\times7.3\approx51$ cm⁻¹, about 2% of the model's $\zeta$ of 2394 cm⁻¹.

Even these distorted parameters do not repair the fit. Of the norm of $H_{\rm corr}$ with $S$ removed, 87% remains, which is 125 cm⁻¹ rms in f⁸. That remainder is the case for separate $P^k$.

A second case is a fit that holds the ratios of the $M^k$ at their computed values, $M^2/M^0=0.56$ and $M^4/M^0=0.38$, and varies one common scale. The relative shift of that scale is the cosine times the ratio of sizes:

$$
-0.347\times\frac{144}{132}\approx-0.38 .
$$

The fitted $M^0$ would be about 2.7 cm⁻¹. The values now look reasonable, but they are still 38% too small, and a fraction $\sqrt{1-0.347^2}=0.94$ of the correlation term is left over. Plausible $M^k$ are therefore no evidence that $P^k$ can be omitted.

Including $P^k$ carries a modest cost if its ratios are also fixed, here $P^4/P^2=0.65$ and $P^6/P^2=0.47$. For equal, independent errors in the matrix elements, the overlap raises the standard error of each scale by $1/\sqrt{1-0.347^2}$, or 7%. Varying all six parameters freely is harder. The smallest singular value of the six normalised operators is 0.18, so the worst-determined combination has an error about 5.7 times that for orthogonal operators.

## Where the conclusion is limited

These projections weight every matrix element equally. A real fit uses a limited set of levels, which may separate the operators less well, so the shifts above illustrate the mechanism and do not predict a particular fit. The spin-spin interaction is also left out.

The radial values omit relativistic contraction of the core and its effect on 4f, the dependence of the denominators on the multiplet, and higher orders. The model's $\zeta$ is about 40% above the value near 1700 cm⁻¹ fitted to Tb³⁺ spectra. The values also depend on the exchange strength. With the exchange scaled by 2/3, $M^0$ is 3.81 and $P^2$ is 121 cm⁻¹, the rms sizes are 116 and 160 cm⁻¹, the freely fitted $M^0,M^2,M^4$ are 1.21, $-0.83$ and 6.31 cm⁻¹, and the common scale shifts by $-48$%, while the cosine stays at $-0.35$. The negative sign of the fitted $M^2$ has a narrow margin in the tabulated model: with the $M^k$ unchanged, $P^k$ smaller by more than 9% would make it positive. The model's $\zeta$ already includes the average screening by other 4f electrons, which the $k=0$ block of $m_0^{\rm own}$, $2O_0=-2(n-1)S$, also describes. That block lowers $\zeta$ by $2(n-1)M^0=14\times4.33\approx61$ cm⁻¹, so the two should not simply be added.

The angular identities do not depend on these radial approximations. Different radial integrals would change the cosine and the false shifts, but not the independence of the six operators. If $\zeta_{ff'}$ were negligible, or the f′ states lay very high, $P^k$ would tend to zero and this reason for adding it to the fit would disappear. In the present model neither condition holds. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Tb3+ electrons, 4f electrons: 62, 8
4f orbital energy = -1.8008 hartree
5f orbital energy = -0.5041 hartree
4f mean radius = 0.7505 bohr
zeta(4f) = 2394.0 cm^-1
zeta(4f,5f), absolute = 302.2 cm^-1
F^2 = 129622 cm^-1
F^4 = 81567 cm^-1
F^6 = 58750 cm^-1
M^0 = 4.3277 cm^-1
M^2 = 2.4305 cm^-1
M^4 = 1.6515 cm^-1
P^2 = 108.891 cm^-1; 5f share = 0.1055
P^4 = 70.305 cm^-1; 5f share = 0.1101
P^6 = 51.172 cm^-1; 5f share = 0.1115
ratios M2/M0, M4/M0 = 0.5616, 0.3816
ratios P4/P2, P6/P2 = 0.6456, 0.4699
dF^2/dlambda, finite difference = -435.564 cm^-1
-4 P^2 = -435.564 cm^-1
pyscf integral test, relative error = 4.6e-09
Cosines after removing S (columns m0, m2, m4):
  p2: +0.3243, -0.0876, -0.2340
  p4: +0.4554, -0.3243, -0.0343
  p6: +0.3491, +0.5315, +0.3426
p2: norm fraction outside m-span = 0.8840
p4: norm fraction outside m-span = 0.6780
p6: norm fraction outside m-span = 0.7400
cosine(H_corr, H_soo) = -0.3468
cosine(H_corr, own-spin part) = +0.0105
cosine(H_corr, other-spin part) = -0.3724
independent operators among m0,m2,m4,p2,p4,p6 = 6
smallest singular value (unit operators) = 0.17655
m0-m2+m4: norm fraction outside p-span = 0.7752
False shifts if P^k is omitted (equal-weight operator fit):
  zeta shift = +7.30 cm^-1
  M^0 shift = -2.327 cm^-1; fitted M^0 = +2.000 cm^-1
  M^2 shift = -2.667 cm^-1; fitted M^2 = -0.236 cm^-1
  M^4 shift = +4.380 cm^-1; fitted M^4 = +6.032 cm^-1
H_corr: norm fraction left unabsorbed = 0.8669
mean-square growth f^2 to f^3, f^8 = 2.5000, 6.3636
f^2 rms: H_soo = 52.25, H_corr = 57.02, unabsorbed = 49.43 cm^-1
f^8 rms: H_soo = 131.80, H_corr = 143.84, unabsorbed = 124.70 cm^-1
```
